\section*{The People-Bean Critical Thickness and Its Dependence on Misfit}

\section{The decision that depends on the result}

A calculation of the band edges or the stress in an epitaxial layer needs an in-plane lattice parameter before it can start. If the layer is coherent, it takes the lattice parameter of the substrate and carries the full misfit strain. If dislocations have relaxed it, its in-plane lattice parameter lies closer to its own bulk value. A critical thickness $h_c$ is used to choose between the two inputs.

The People-Bean equation is one such criterion. It compares the strain energy of the film with the energy of a screw dislocation, both per unit area:
\begin{equation}
h_c=\frac{1-\nu}{1+\nu}\,\frac{1}{16\sqrt2\,\pi}\,\frac{b^2}{a}\,\frac{1}{f^2}\,\ln\frac{h_c}{b}.
\label{eq:pb}
\end{equation}
Here $a$ is the bulk lattice parameter, $b$ the length of the Burgers vector, $\nu$ Poisson's ratio and $f$ the magnitude of the misfit, $f=|a_{\rm sub}-a_{\rm film}|/a_{\rm film}$. The factor $1/f^2$ is explicit, but $h_c$ also stands inside the logarithm, so the thickness is not a pure inverse-square function of misfit.

\section{Strain energy of the film}

The film, of thickness $h$, lies on a substrate so thick that the film carries all the strain. Both are linear, isotropic and have the same shear modulus $G$. Let $z$ be the film normal. Coherence imposes $\varepsilon_{xx}=\varepsilon_{yy}=f$; a compressed film has the opposite sign and the same energy. The top surface is free, so $\sigma_{zz}=0$. With $\lambda=2G\nu/(1-2\nu)$, Hooke's law gives
\begin{equation}
0=\lambda(2f+\varepsilon_{zz})+2G\varepsilon_{zz}
\quad\Rightarrow\quad
\varepsilon_{zz}=-\frac{2\lambda f}{\lambda+2G}=-\frac{2\nu}{1-\nu}\,f ,
\end{equation}
because $\lambda+2G=2G(1-\nu)/(1-2\nu)$. The trace of the strain is then
\begin{equation}
2f+\varepsilon_{zz}=2f\,\frac{1-2\nu}{1-\nu},
\end{equation}
and the in-plane stress is
\begin{align}
\sigma_{xx}=\sigma_{yy}&=2Gf+\lambda(2f+\varepsilon_{zz})
=2Gf+\frac{4G\nu f}{1-\nu}\nonumber\\
&=2G\,\frac{1+\nu}{1-\nu}\,f\equiv Mf .
\end{align}
The energy density is $\tfrac12(\sigma_{xx}\varepsilon_{xx}+\sigma_{yy}\varepsilon_{yy})=Mf^2$. The factor $\tfrac12$ is cancelled by the two strained directions. Multiplying by the thickness gives the energy per unit area,
\begin{equation}
E_{\rm film}=Mf^2h=2G\,\frac{1+\nu}{1-\nu}\,f^2h .
\label{eq:film}
\end{equation}

\section{Energy of a screw dislocation below a free surface}

A straight screw dislocation lies in the interface, at depth $h$ below the surface $z=0$. Let $s$ be the coordinate along the line and $x$ the lateral one. The displacement is along $s$, and the field of a single screw in an infinite body would leave a shear traction on the surface. An image screw of opposite sign at $z=+h$ removes it. With $r_1$ and $r_2$ the distances from the dislocation and from its image,
\begin{equation}
\sigma_{zs}=\frac{Gb}{2\pi}\left(\frac{x}{r_1^2}-\frac{x}{r_2^2}\right),
\end{equation}
which vanishes at $z=0$, where $r_1=r_2$.

The energy equals the work needed to create the dislocation by slip across the vertical cut that runs from the line up to the surface. At height $\rho$ above the line, the image is at distance $2h-\rho$. The two shear stresses on the cut add, because the image has the opposite sign and lies on the opposite side:
\begin{equation}
|\sigma_{xs}|=\frac{Gb}{2\pi}\left(\frac1\rho+\frac1{2h-\rho}\right).
\end{equation}
The stress grows in proportion to the slip, which gives a factor $\tfrac12$. Linear elasticity fails in the core, so the integral starts at a cutoff radius $r_0$:
\begin{align}
E_{\rm line}&=\frac b2\int_{r_0}^{h}|\sigma_{xs}|\,d\rho
=\frac{Gb^2}{4\pi}\Big[\ln\rho-\ln(2h-\rho)\Big]_{r_0}^{h}\nonumber\\
&=\frac{Gb^2}{4\pi}\ln\frac{2h-r_0}{r_0}
\simeq\frac{Gb^2}{4\pi}\ln\frac{2h}{r_0}\qquad(r_0\ll h).
\end{align}
The work done on the wall of the core tube has been left out. The dislocation's own field exerts no traction there. The image stress is of order $Gb/h$ and acts on a circumference of order $r_0$ through a displacement of order $b$, so its work is of order $Gb^2r_0/h$, which is negligible in the same limit.

The cutoff stands for the unknown core energy and has to be chosen. The People-Bean form corresponds to $r_0=2b$, for which
\begin{equation}
E_{\rm line}=\frac{Gb^2}{4\pi}\ln\frac hb .
\label{eq:line}
\end{equation}

\section{The assumed width and the balance}

$E_{\rm line}$ is an energy per unit length, while $E_{\rm film}$ is an energy per unit area. To compare them, the line energy is spread over a strip of width
\begin{equation}
w=2\sqrt2\,a .
\end{equation}
This width is a postulate. Elasticity does not supply it, since the strain field of a dislocation has no edge at such a distance. For the slip vectors of a face-centred cubic lattice, $b=a/\sqrt2$ and $w=4b$. The dislocation energy per unit area becomes
\begin{equation}
E_{\rm disl}=\frac{E_{\rm line}}{w}=\frac{Gb^2}{8\sqrt2\,\pi a}\ln\frac hb .
\end{equation}
Setting $E_{\rm film}=E_{\rm disl}$ at $h=h_c$ gives
\begin{equation}
2G\,\frac{1+\nu}{1-\nu}\,f^2h_c=\frac{Gb^2}{8\sqrt2\,\pi a}\ln\frac{h_c}{b}.
\end{equation}
The shear modulus cancels because film and substrate were given the same one. Dividing by $2f^2(1+\nu)/(1-\nu)$ turns the 8 into 16 and yields Eq.~\eqref{eq:pb}.

\section{Solving for the thickness}

With $x=h_c/b$, the equation reads
\begin{equation}
x=C\ln x,\qquad C=\frac{1-\nu}{1+\nu}\,\frac{b}{16\sqrt2\,\pi a f^2}.
\label{eq:x}
\end{equation}
The function $g(x)=x-C\ln x$ is proportional to $E_{\rm film}-E_{\rm disl}$. It equals 1 at $x=1$, has its minimum at $x=C$, and there takes the value $C(1-\ln C)$. For $C>e$ the minimum is negative and there are two roots, one on each side of $x=C$.

The upper root is the critical thickness: beyond it the film energy is the larger. The lower root lies near $x=1$ when $C$ is large. There the core tube of radius $2b$ would reach through the surface, so Eq.~\eqref{eq:line} does not apply and the root has no physical meaning.

For a closed form, write $x=e^{x/C}$ and multiply by $-e^{-x/C}/C$:
\begin{equation}
\left(-\frac xC\right)e^{-x/C}=-\frac1C
\quad\Rightarrow\quad
h_c=-b\,C\,W_{-1}\!\left(-\frac1C\right).
\end{equation}
$W$ is the Lambert function, defined by $We^W=y$. The branch $W_{-1}$ is the one with $W\le-1$, as the upper root requires, since $x\ge C$.

At $C=e$ the roots merge at $h=eb$. This fixes the largest misfit for which the equation has a solution,
\begin{equation}
f_{\max}=\left[\frac{1-\nu}{1+\nu}\,\frac{b}{16\sqrt2\,\pi e\,a}\right]^{1/2}.
\end{equation}
At that point $h$ is only about $1.4\,r_0$, so the condition $r_0\ll h$ fails, and the formula has become unreliable before the misfit reaches $f_{\max}$. The value of $f_{\max}$ is not a prediction that coherent films cease to exist.

\section{How the thickness depends on misfit}

Let $L=\ln(h_c/b)$. The logarithm of Eq.~\eqref{eq:x} is $L=\ln C+\ln L$. At fixed $a$, $b$, $\nu$ and $w$, $d\ln C=-2\,d\ln f$, so
\begin{equation}
dL=-2\,d\ln f+\frac{dL}{L}
\quad\Rightarrow\quad
\frac{d\ln h_c}{d\ln f}=-\frac{2L}{L-1}.
\label{eq:slope}
\end{equation}
On the upper root $L=x/C>1$, so the slope is steeper than $-2$. As $f\to0$, $L$ grows without limit and the slope tends to $-2$, but only logarithmically. As $f\to f_{\max}$, $L\to1$ and the slope diverges.

\section{Worked example}

The parameters are round values for a cubic film with face-centred slip vectors: $a=0.55$ nm, $\nu=0.30$, $G=50$ GPa and $f=1\%$. Then $b=0.3889$ nm, $w=1.556$ nm, $r_0=0.778$ nm, and
\begin{equation}
C=\frac{0.70}{1.30}\times\frac{0.3889}{0.55}\times\frac{1}{16\sqrt2\,\pi\,(0.01)^2}=53.56 .
\end{equation}
The upper root is $x=306.7$ with $L=5.726$; indeed $53.56\times5.726=306.7$. The critical thickness is
\begin{equation}
h_c=306.7\times0.3889\ {\rm nm}\approx119\ {\rm nm}.
\end{equation}
The lower root is at $0.396$ nm, inside the core radius.

The two energies can be compared directly. With $M=185.7$ GPa, the film stores $Mf^2=18.57$ MJ/m$^3$, which over 119.3 nm amounts to $2.215$ J/m$^2$. The line energy is $0.6018\times5.726=3.446$ nJ/m, and division by $1.556$ nm again gives $2.215$ J/m$^2$. Integrating the strain energy density of the screw and its image over the half-space outside $r_0$, at the same depth, also gives $3.446$ nJ/m, which supports the small-core approximation here.

With everything but the misfit held fixed, the solutions are:

\begin{center}
\begin{tabular}{cccc}
$f$ (\%) & $h_c$ (nm) & $L$ & slope\\
0.25 & 2980 & 8.94 & $-2.25$\\
0.5 & 614 & 7.36 & $-2.31$\\
1 & 119 & 5.73 & $-2.42$\\
2 & 20.7 & 3.97 & $-2.67$\\
4 & 2.3 & 1.79 & $-4.53$
\end{tabular}
\end{center}

The slopes were obtained by finite differences of the solved thicknesses and agree with Eq.~\eqref{eq:slope}. Doubling the misfit from 1\% to 2\% reduces $h_c$ by a factor of 5.76, where a pure inverse square would give 4. The rest is the ratio of the logarithms, $5.726/3.974=1.44$. Even at $f=10^{-6}$ the slope is $-2.08$. The last row of the table is close to $f_{\max}=4.44\%$ and should not be trusted: the film there is about six Burgers vectors thick, and the value depends strongly on the chosen cutoff.

The thickness also depends on the postulated width, because $C$ is proportional to $1/w$. At $f=1\%$, halving $w$ raises $h_c$ to 273 nm and doubling it lowers $h_c$ to 51 nm. The cutoff is also a choice. With $r_0=b$ in place of $2b$, $h_c$ rises by 14\% at $f=1\%$ and from 2.3 to 3.9 nm at $f=4\%$, and $f_{\max}$ moves from 4.44\% to 6.3\%.

\section{Where the inverse square comes from}

The balance uses the energy of a screw, but a screw in the interface does not relieve the misfit. The Peach-Koehler force per unit length is $(\boldsymbol\sigma\cdot\mathbf b)\times\boldsymbol\xi$, with $\boldsymbol\xi$ the line direction. For equibiaxial stress and $\mathbf b$ parallel to $\boldsymbol\xi$ in the plane, $\boldsymbol\sigma\cdot\mathbf b=Mf\,\mathbf b$ is parallel to $\boldsymbol\xi$, and the force is zero.

A $60^\circ$ dislocation behaves differently. Take $\mathbf b=\tfrac a2[101]$, $\boldsymbol\xi=[110]/\sqrt2$ and film normal $[001]$. Then
\begin{equation}
(\boldsymbol\sigma\cdot\mathbf b)\times\boldsymbol\xi
=Mf\,\frac a2\,(1,0,0)\times\frac{(1,1,0)}{\sqrt2}
=Mf\,\frac{a}{2\sqrt2}\,\hat{\mathbf z}=Mf\,b_e\,\hat{\mathbf z},
\end{equation}
where $b_e=b/2$ is the edge component in the interface. In the example the force is $0.361$ N/m.

Now let parallel lines of this kind, with the sign that relieves the misfit, be introduced at a large spacing $p$. They lower the mean strain in one direction by $b_e/p$. The derivative of the film energy density with respect to that strain is the stress $Mf$; the accompanying change of $\varepsilon_{zz}$ costs nothing at first order, because $\sigma_{zz}=0$. To leading order in $1/p$, the energy per unit area changes by
\begin{equation}
\Delta E=\frac1p\left(E_{\rm line}-Mf\,b_e\,h\right).
\end{equation}
The first dislocation lowers the energy once $h$ exceeds the value $h_{\rm eq}$ at which the bracket vanishes. Multiplying that condition by $f/b_e$ gives
\begin{equation}
Mf^2h_{\rm eq}=\frac{E_{\rm line}}{b_e/f}.
\end{equation}
This is the People-Bean balance with $w$ replaced by $b_e/f$, the line spacing that would remove the whole misfit in one direction. A width proportional to $1/f$ leaves an explicit $1/f$ law; a width independent of $f$ produces $1/f^2$. The inverse square is therefore a consequence of the fixed width.

If Eq.~\eqref{eq:line} is kept as the line energy in both criteria, $h_{\rm eq}=3.8$ nm at $f=1\%$, smaller than $h_c$ by a factor of 31. The ratio of widths, $19.4/1.556=12.5$, accounts for part of this, and the ratio of logarithms for the remaining factor of 2.5. At $f=0.25\%$ the two thicknesses are 29 nm and 2980 nm. The values of $h_{\rm eq}$ are only indicative: the mixed character of the $60^\circ$ line changes its energy, a smaller core cutoff raises that energy and can more than double $h_{\rm eq}$ at 1\% misfit, and at 3.8 nm $r_0$ is no longer very small compared with $h$. With $r_0=2b$ they also exist only at small misfit. With $x=h_{\rm eq}/b$ and $b_e=b/2$, the condition reads $x=D\ln x$, where $D=(1-\nu)/[4\pi(1+\nu)f]$, and $h_{\rm eq}$ is its upper root. As before, a root requires $D\ge e$, which here means $f$ below about 1.6\%. At larger misfit this line energy gives no $h_{\rm eq}$, because the bracket is negative at every $h>b$. The limit scales as $1/r_0$, about 3.2\% for $r_0=b$, so it reflects the chosen cutoff and not a physical threshold.

\section{Use for real films}

The chosen lattice parameter, Poisson's ratio and shear modulus are round values for an isotropic model, not data for a particular semiconductor. Real cubic crystals are elastically anisotropic, which changes the ratio of film energy to line energy and shifts $h_c$; with the elastic constants of Si, Ge or GaAs, a (001) film and the same $a$, $w$ and $r_0$, the value at 1\% misfit rises by about 40\%. Real films also break the assumption that a comparison of energies alone decides the outcome. Dislocations must nucleate, glide and multiply, and these processes depend on temperature, time and existing defects, none of which appears in Eq.~\eqref{eq:pb}. A film grown at low temperature can remain coherent well above $h_{\rm eq}$, and later annealing can relax it. In this model the choice between the two criteria moves the 1\% threshold from 119 nm to about 4 nm, far more than a moderate change in the elastic constants would.

For an uncapped film on a thick substrate, at a misfit for which both thicknesses exist and $h_{\rm eq}<h_c$, this suggests a conditional rule. To apply it to a real film, $h_{\rm eq}$ must be computed with both the line energy and the in-plane edge component $b_e$ of the dislocations that can form there, not taken from the example above. If several kinds can form, the smallest $h_{\rm eq}$ is the one to use. A buried layer that needs a dislocation at each interface has a larger $h_{\rm eq}$. Below $h_{\rm eq}$, coherent strain is the consistent input within the model, which assumes a flat surface. An uncapped film can also lower its strain energy without dislocations, by roughening or forming islands; this is common at misfits of a few percent, and a uniform misfit strain is then not the right input. Between $h_{\rm eq}$ and $h_c$, the model makes a coherent film at best metastable, and using the full misfit strain presumes that relaxation was kinetically hindered. Above $h_c$ the People-Bean criterion counts the film as relaxed, but it does not say by how much, so the residual strain has to come from a measurement or a kinetic model. The numerical output below lists the values used here.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (model parameters)
lattice parameter a = 0.55 nm
Poisson ratio nu = 0.30
shear modulus G = 50.0 GPa
misfit f = 1.00 %
WORKED EXAMPLE
Burgers vector b = 0.3889 nm
width w = 1.5556 nm, w/b = 4.000
core cutoff r0 = 0.7778 nm
modulus M = 185.71 GPa
normal strain = -0.8571 %
film stress M f = 1.8571 GPa
film energy density M f^2 = 18.571 MJ/m^3
line prefactor G b^2/(4 pi) = 0.60180 nJ/m
C = 53.5618
lower root h = 0.3964 nm, h/b = 1.0192
critical thickness h_c = 119.273 nm
h_c/b = 306.685, ln(h_c/b) = 5.7258
h_c from numerical energies = 119.272 nm
line energy at h_c = 3.4458 nJ/m
same, field quadrature = 3.4458 nJ/m
film areal energy at h_c = 2.2151 J/m^2
dislocation areal energy at h_c = 2.2151 J/m^2
MISFIT DEPENDENCE: f (%), h_c (nm), ln(h_c/b), local slope
0.25  2981.100  8.9445  -2.2517
0.50  613.561  7.3637  -2.3143
1.00  119.273  5.7258  -2.4232
2.00  20.697  3.9744  -2.6724
4.00  2.332  1.7910  -4.5283
slope at f = 1e-6 (fraction): -2.0811
h_c(1%)/h_c(2%) = 5.763
largest misfit with a root = 4.439 %
thickness there, e*b = 1.0572 nm
WIDTH DEPENDENCE at the example misfit
h_c with w halved = 273.051 nm
h_c with w doubled = 50.733 nm
FIRST-DISLOCATION EQUILIBRIUM, same line energy
edge component b_edge = 0.1945 nm
force on screw = 0.0000 N/m
force on 60-degree line = 0.3611 N/m
f (%), h_eq (nm), h_c/h_eq, local slope, b_edge/f (nm)
0.25  28.663  104.005  -1.3030  77.782
0.50  11.199  54.785  -1.4237  38.891
1.00  3.797  31.409  -1.7820  19.445
\end{verbatim}
